# Polaritons from Hopfield's Hamiltonian and the Transverse-Longitudinal Gap: verification in Python

```python
"""
Result under test: Hopfield's Hamiltonian for light in a bulk medium of
oscillators has two transverse polariton branches W(k), the positive roots of
    c^2 k^2 = W^2 eps(W),   eps(W) = 1 + wp^2 / (w0^2 - W^2),
with no transverse mode between w0 and wL = sqrt(w0^2 + wp^2).
Symbols (Hartree atomic units): c speed of light, k wave number, ck = c*k,
w0 transverse resonance, wp^2 = 4 pi n q^2/m, n oscillator density,
q = m = 1 oscillator charge and mass, a photon and b matter operators,
C = (wp/2) sqrt(w0/ck) coupling, D = wp^2/(4 ck) strength of the A^2 term.
A polariton is B = w a_k + x b_k + y a^+_{-k} + z b^+_{-k}.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, erfc

c = 1 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]
n = 2.0e-4
w0 = 0.1
wp = np.sqrt(4 * np.pi * n)
wL = np.sqrt(w0**2 + wp**2)


def eps(w):
    return 1 + wp**2 / (w0**2 - w**2)


def branches(ck):
    """Closed form of the lower and upper polariton frequencies."""
    total = np.sqrt((ck + w0)**2 + wp**2)
    split = np.sqrt((ck - w0)**2 + wp**2)
    return (total - split) / 2, (total + split) / 2


# --- Equations of motion from the Hamiltonian and the basic commutators ---
sck, sw0, swp, sW = sp.symbols("ck w0 wp W", positive=True)
sC, sD = sp.symbols("C D", real=True)
# operator list: a_k, a_-k, b_k, b_-k, then their adjoints in the same order
unit = [sp.Matrix(8, 1, lambda i, j, m=m: int(i == m)) for m in range(8)]
a, b = unit[0:2], unit[2:4]
ad, bd = unit[4:6], unit[6:8]
form = sp.zeros(8, 8)
for i in (0, 1):
    j = 1 - i
    field = a[i] + ad[j]
    form += sck * ad[i] * a[i].T + sw0 * bd[i] * b[i].T
    form += -sp.I * sC * (bd[i] - b[j]) * field.T
    form += sD * (ad[i] + a[j]) * field.T
commutator = sp.zeros(8, 8)
for i in range(4):
    commutator[i, i + 4] = 1
    commutator[i + 4, i] = -1
motion = commutator * (form + form.T)
inside = [0, 2, 5, 7]
outside = [1, 3, 4, 6]
assert motion.extract(inside, outside) == sp.zeros(4, 4)
M = motion.extract(inside, inside)
secular = (M - sW * sp.eye(4)).det().subs(
    {sC: swp / 2 * sp.sqrt(sw0 / sck), sD: swp**2 / (4 * sck)})
dispersion = sck**2 - sW**2 * (1 + swp**2 / (sw0**2 - sW**2))
assert sp.simplify(secular - (sw0**2 - sW**2) * dispersion) == 0
M_function = sp.lambdify((sck, sw0, sC, sD), M, "numpy")


def hopfield_matrix(ck, keep_A2=True):
    C = wp / 2 * np.sqrt(w0 / ck)
    D = wp**2 / (4 * ck) if keep_A2 else 0.0
    return np.array(M_function(ck, w0, C, D), dtype=complex)


def positive_frequencies(ck):
    values = np.linalg.eigvals(hopfield_matrix(ck))
    assert np.max(abs(values.imag)) < 1e-8
    return np.sort(values.real)[2:]


# --- Matrix eigenvalues against roots of the dielectric equation ---
for ratio in (0.1, 0.5, 1.0, 2.0, 5.0):
    ck = ratio * w0

    def mismatch(w):
        return w**2 * eps(w) - ck**2

    top = 1.01 * np.sqrt(ck**2 + wL**2)
    roots = [brentq(mismatch, 1e-8, w0 * (1 - 1e-9), xtol=1e-14),
             brentq(mismatch, wL * (1 + 1e-12), top, xtol=1e-14)]
    assert np.allclose(positive_frequencies(ck), roots, rtol=0, atol=1e-10)
    assert np.allclose(branches(ck), roots, rtol=0, atol=1e-10)

# --- Gap, its edges, and the initial slope of the lower branch ---
scan = np.array([positive_frequencies(r * w0) for r in np.logspace(-2, 2, 401)])
assert np.all(scan[:, 0] < w0) and np.all(scan[:, 1] > wL)
assert np.all(np.diff(scan, axis=0) > 0)
assert abs(scan[-1, 0] / w0 - 1) < 1e-4
assert abs(scan[0, 1] / wL - 1) < 1e-4
slope = scan[0, 0] / (0.01 * w0)
assert abs(slope * np.sqrt(eps(0.0)) - 1) < 1e-4
separation = scan[:, 1] - scan[:, 0]
assert abs(separation.min() - wp) < 1e-9
assert abs(separation.argmin() - 200) == 0

# --- Permittivity from the oscillator driven by a slowly switched field ---
rise, middle = 500.0, 2500.0
for w in (0.07, 0.13):
    def driven(t, state):
        drive = 0.5 * (1 + erf((t - middle) / rise)) * np.cos(w * t)
        return [state[1], -w0**2 * state[0] + n * drive]

    times = np.linspace(5200, 5300, 41)
    run = solve_ivp(driven, (0, 5300), [0, 0], method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-14)
    wave = np.cos(w * times)
    response = 4 * np.pi * run.y[0]
    assert np.max(abs(response - (eps(w) - 1) * wave)) < 1e-5

# --- Maxwell field and oscillators on a ring in real space ---
sites, spacing = 24, 700.0
one, zero = np.eye(sites), np.zeros((sites, sites))
laplace = (np.roll(one, 1, 0) + np.roll(one, -1, 0) - 2 * one) / spacing**2
ring = np.block([[zero, zero, one, zero],
                 [zero, zero, zero, one],
                 [c**2 * laplace, zero, zero, 4 * np.pi * one],
                 [zero, -w0**2 * one, -n * one, zero]])
ring_frequencies = np.sort(abs(np.linalg.eigvals(ring).imag))
ring_k = 2 / spacing * abs(np.sin(np.pi * np.arange(sites) / sites))
expected = np.sort(np.repeat(np.concatenate(branches(c * ring_k)), 2))
# the defective zero mode at k = 0 limits accuracy to about sqrt(machine eps)
assert np.max(abs(ring_frequencies - expected)) < 1e-6

# --- Bogoliubov coefficients at resonance, ck = w0 ---
ck = w0
C = wp / 2 * np.sqrt(w0 / ck)
D = wp**2 / (4 * ck)
metric = np.diag([1.0, 1.0, -1.0, -1.0])
values, vectors = np.linalg.eig(hopfield_matrix(ck).T)
order = np.argsort(values.real)
values, vectors = values.real[order], vectors[:, order]
norms = np.einsum("ij,ik,kj->j", vectors.conj(), metric, vectors).real
vectors = vectors / np.sqrt(abs(norms))
gram = vectors.conj().T @ metric @ vectors
assert np.allclose(gram, np.diag(np.sign(values)), atol=1e-10)
coefficients, weights, velocities = [], [], []
for index in (2, 3):
    W = values[index]
    u = vectors[:, index]
    u = u * abs(u[0]) / u[0]
    weight = 1 / (1 + wp**2 * w0**2 / (W**2 - w0**2)**2)
    s = np.sqrt(ck / W * weight)
    formula = np.array([s * (W + ck) / (2 * ck), 1j * C * s / (W - w0),
                        s * (W - ck) / (2 * ck), -1j * C * s / (W + w0)])
    assert np.allclose(u, formula, atol=1e-10)
    step = 1e-5
    speed = (positive_frequencies(ck + step)[index - 2]
             - positive_frequencies(ck - step)[index - 2]) / (2 * step)
    photon_part = abs(u[0])**2 - abs(u[2])**2
    assert abs(speed - photon_part * ck / W) < 1e-6
    coefficients.append(abs(u)**2)
    weights.append(photon_part)
    velocities.append(speed)
assert abs(sum(weights) - 1) < 1e-10
ground_photons = coefficients[0][2] + coefficients[1][2]

# --- Fock-space diagonalization of one real mode of light and matter ---
size = 24
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
identity = np.eye(size)
photon, matter = np.kron(lower, identity), np.kron(identity, lower)
alpha = (photon + photon.T) / np.sqrt(2 * ck)
pi_field = -1j * np.sqrt(ck / 2) * (photon - photon.T)
x_matter = (matter + matter.T) / np.sqrt(2 * w0)
p_matter = -1j * np.sqrt(w0 / 2) * (matter - matter.T)
kinetic = p_matter - wp * alpha
H = 0.5 * (pi_field @ pi_field + ck**2 * alpha @ alpha
           + kinetic @ kinetic + w0**2 * x_matter @ x_matter)
energies, states = np.linalg.eigh(H)
low, high = branches(ck)
assert abs(energies[0] - (low + high) / 2) < 1e-8
assert np.allclose(energies[1:3] - energies[0], [low, high], rtol=0, atol=1e-8)
fock_photons = np.linalg.norm(photon @ states[:, 0])**2
assert abs(fock_photons - ground_photons) < 1e-8

# --- Leaving out the A^2 term makes long waves unstable ---
unstable = np.linalg.eigvals(hopfield_matrix(0.5 * wp, keep_A2=False))
growth = np.max(abs(unstable.imag))
assert growth > 1e-3
below = np.linalg.eigvals(hopfield_matrix(0.99 * wp, keep_A2=False))
above = np.linalg.eigvals(hopfield_matrix(1.01 * wp, keep_A2=False))
assert np.max(abs(below.imag)) > 1e-4 and np.max(abs(above.imag)) < 1e-8

# --- Coulomb sum over a simple cubic lattice of dipoles (cell volume 1) ---
eta = 2.0
direction = np.array([1.0, 2.0, 2.0]) / 3
small_k = 1e-3 * direction
dipole = -4 * eta**3 / (3 * np.sqrt(np.pi)) * np.eye(3)
for cell in np.ndindex(9, 9, 9):
    shift = np.array(cell) - 4.0
    g = small_k + 2 * np.pi * shift
    g2 = g @ g
    dipole += 4 * np.pi * np.outer(g, g) / g2 * np.exp(-g2 / (4 * eta**2))
    r = np.linalg.norm(shift)
    if r > 0:
        gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * r)**2)
        first = -erfc(eta * r) / r**2 - gauss / r
        second = 2 * erfc(eta * r) / r**3 + 2 * gauss / r**2 + 2 * eta**2 * gauss
        tensor = -(np.eye(3) * first / r
                   + np.outer(shift, shift) * (second - first / r) / r**2)
        dipole += tensor * np.cos(small_k @ shift)
shifts = np.linalg.eigvalsh(dipole) / (4 * np.pi)
along = direction @ dipole @ direction / (4 * np.pi)
assert np.allclose(shifts, [-1 / 3, -1 / 3, 2 / 3], atol=1e-5)
assert abs(along - 2 / 3) < 1e-5
isolated = np.sqrt(w0**2 - shifts[0] * wp**2)
assert abs(np.sqrt(isolated**2 + along * wp**2) - wL) < 1e-6

# --- Numbers for the worked example ---
print(f"speed of light c = {c:.4f} a.u.")
print(f"oscillator density n = {n:.1e} bohr^-3")
print(f"transverse frequency w0 = {w0:.5f} hartree = {w0*EV:.4f} eV")
print(f"plasma frequency wp = {wp:.6f} hartree")
print(f"wp^2 = {wp**2:.6e} hartree^2")
print(f"longitudinal frequency wL = {wL:.6f} hartree = {wL*EV:.4f} eV")
print(f"gap wL - w0 = {wL-w0:.6f} hartree = {(wL-w0)*EV:.4f} eV")
print(f"static permittivity eps(0) = {eps(0.0):.5f}")
print(f"initial slope of lower branch / c = {slope:.5f}")
print(f"smallest separation at fixed k = {separation.min():.6f} hartree")
print(f"dipole sum, transverse shift / wp^2 = {shifts[0]:.5f}")
print(f"dipole sum, longitudinal shift / wp^2 = {along:.5f}")
print(f"isolated-oscillator frequency (cubic) = {isolated:.6f} hartree")
print(f"resonant wave number w0/c = {w0/c:.5e} bohr^-1")
print(f"k times oscillator spacing there = {w0/c*n**(-1/3):.5f}")
print("ck/w0, k (bohr^-1), lower and upper branch (hartree):")
for ratio in (0.1, 0.5, 1.0, 2.0, 5.0):
    one_low, one_high = positive_frequencies(ratio * w0)
    print(f"  {ratio:.1f}  {ratio*w0/c:.4e}  {one_low:.6f}  {one_high:.6f}")
print("At resonance, ck = w0:")
print(f"coupling C = {C:.6f} hartree")
print(f"A^2 strength D = {D:.6f} hartree")
for name, W, parts, weight, speed in zip(
        ("lower", "upper"), values[2:], coefficients, weights, velocities):
    print(f"{name}: eps(W) = {eps(W):.5f}")
    print(f"{name}: |w|^2 = {parts[0]:.6f}, |x|^2 = {parts[1]:.6f}")
    print(f"{name}: |y|^2 = {parts[2]:.6f}, |z|^2 = {parts[3]:.6f}")
    print(f"{name}: photon weight = {weight:.5f}")
    print(f"{name}: group velocity / c = {speed:.5f}")
print(f"ground-state energy per mode = {energies[0]:.6f} hartree")
print(f"uncoupled ground-state energy = {(ck+w0)/2:.6f} hartree")
print(f"bare photons in ground state per mode = {ground_photons:.6f}")
print(f"without A^2, instability below k = {wp/c:.4e} bohr^-1")
print(f"without A^2, growth rate at ck = wp/2: {growth:.6f} hartree")
print("verified")
```

It prints:

```
speed of light c = 137.0360 a.u.
oscillator density n = 2.0e-04 bohr^-3
transverse frequency w0 = 0.10000 hartree = 2.7211 eV
plasma frequency wp = 0.050133 hartree
wp^2 = 2.513274e-03 hartree^2
longitudinal frequency wL = 0.111863 hartree = 3.0439 eV
gap wL - w0 = 0.011863 hartree = 0.3228 eV
static permittivity eps(0) = 1.25133
initial slope of lower branch / c = 0.89395
smallest separation at fixed k = 0.050133 hartree
dipole sum, transverse shift / wp^2 = -0.33333
dipole sum, longitudinal shift / wp^2 = 0.66667
isolated-oscillator frequency (cubic) = 0.104105 hartree
resonant wave number w0/c = 7.29735e-04 bohr^-1
k times oscillator spacing there = 0.01248
ck/w0, k (bohr^-1), lower and upper branch (hartree):
  0.1  7.2974e-05  0.008932  0.111953
  0.5  3.6487e-04  0.043676  0.114480
  1.0  7.2974e-04  0.078027  0.128160
  2.0  1.4595e-03  0.096149  0.208011
  5.0  3.6487e-03  0.099481  0.502610
At resonance, ck = w0:
coupling C = 0.025066 hartree
A^2 strength D = 0.006283 hartree
lower: eps(W) = 1.64250
lower: |w|^2 = 0.384283, |x|^2 = 0.631185
lower: |y|^2 = 0.005854, |z|^2 = 0.009615
lower: photon weight = 0.37843
lower: group velocity / c = 0.48500
upper: eps(W) = 0.60883
upper: |w|^2 = 0.631185, |x|^2 = 0.384283
upper: |y|^2 = 0.009615, |z|^2 = 0.005854
upper: photon weight = 0.62157
upper: group velocity / c = 0.48500
ground-state energy per mode = 0.103094 hartree
uncoupled ground-state energy = 0.100000 hartree
bare photons in ground state per mode = 0.015469
without A^2, instability below k = 3.6584e-04 bohr^-1
without A^2, growth rate at ck = wp/2: 0.039345 hartree
verified
```
